# Translational and rotational relations among four-centre derivative integrals: verification in Python

```python
"""
Result under test, for a Coulomb integral I=(ab|cd) with centres A,B,C,D:
    sum_P g_P = 0            (translation),   g_P = dI/dP
    sum_P P x g_P = tau      (rotation)
tau is the sum of integrals with one function chi replaced by
(s x grad) chi, where s is the position relative to its own centre.
Six derivative numbers and tau then determine all twelve derivatives
when A-D and B-D are not parallel. Atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from pyscf import gto


def build(centres, shells):
    """One shell per centre; hydrogen labels only carry the functions."""
    atoms = [["H%d" % (i + 1), tuple(float(x) for x in c)]
             for i, c in enumerate(centres)]
    basis = {"H%d" % (i + 1): [sh] for i, sh in enumerate(shells)}
    return gto.M(atom=atoms, basis=basis, unit="Bohr", cart=True, verbose=0)


def block(mol, name, order, shells):
    """Integral block, with its function axes returned in order a,b,c,d."""
    sl = tuple(x for i in order for x in (i, i + 1))
    dims = tuple((shells[i][0] + 1) * (shells[i][0] + 2) // 2 for i in order)
    raw = np.asarray(mol.intor(name, shls_slice=sl)).reshape((-1,) + dims)
    return raw.transpose((0,) + tuple(1 + np.argsort(order)))


def integrals(centres, shells):
    return block(build(centres, shells), "int2e_cart", (0, 1, 2, 3), shells)[0]


def direct_gradients(centres, shells):
    """Each centre differentiated separately; no invariance is used."""
    mol = build(centres, shells)
    orders = [(0, 1, 2, 3), (1, 0, 2, 3), (2, 3, 0, 1), (3, 2, 0, 1)]
    return np.array([-block(mol, "int2e_ip1_cart", o, shells) for o in orders])


def numerical_gradients(centres, shells, h=0.005):
    """Four-point central differences of undifferentiated integrals."""
    rows = []
    for p in range(4):
        for k in range(3):
            total = 0.0
            for steps, weight in ((1, 8), (-1, -8), (2, -1), (-2, 1)):
                moved = np.array(centres, dtype=float)
                moved[p, k] += steps * h
                total = total + weight * integrals(moved, shells)
            rows.append(total / (12 * h))
    rows = np.array(rows)
    return rows.reshape((4, 3) + rows.shape[1:])


def generator(l):
    """G[k,j,i]: coefficient of monomial j in (s x grad)_k monomial i."""
    powers = [(i, j, l - i - j) for i in range(l, -1, -1)
              for j in range(l - i, -1, -1)]
    G = np.zeros((3, len(powers), len(powers)))
    for k in range(3):
        u, v = (k + 1) % 3, (k + 2) % 3
        for i, pw in enumerate(powers):
            for up, down, sign in ((u, v, 1), (v, u, -1)):
                if pw[down] > 0:
                    new = list(pw)
                    new[down] -= 1
                    new[up] += 1
                    G[k, powers.index(tuple(new)), i] += sign * pw[down]
    return G


def rotated_terms(eri, shells):
    tau = np.zeros((3,) + eri.shape)
    for axis, sh in enumerate(shells):
        term = np.tensordot(generator(sh[0]), eri, axes=(1, axis))
        tau += np.moveaxis(term, 1, axis + 1)
    return tau


def moment_sum(centres, grads):
    return sum(np.cross(c, g, axisb=0, axisc=0)
               for c, g in zip(centres, grads))


def coefficient_matrix(centres):
    """3x9 matrix K acting on (g_A,g_B,g_C) after eliminating g_D."""
    return np.hstack([np.cross(p - centres[3], np.eye(3)).T
                      for p in centres[:3]])


def reconstruct(a, b, c, tau, a_gA, a_gB, b_gB, gC):
    """All four gradients from six derivative numbers and tau."""
    n = np.cross(a, b)
    n_gB = a @ tau - np.cross(a, c) @ gC
    gB = (a_gB * np.cross(b, n) + b_gB * np.cross(n, a) + n_gB * n) / (n @ n)
    W = tau - np.cross(b, gB) - np.cross(c, gC)
    gA = (a * a_gA - np.cross(a, W)) / (a @ a)
    return np.array([gA, gB, gC, -(gA + gB + gC)]), n_gB, W


# General block: contracted p, then d, s and p shells
general_shells = [[1, [0.9, 0.6], [0.3, 0.5]], [2, [0.7, 1.0]],
                  [0, [0.5, 1.0]], [1, [1.1, 1.0]]]
general_centres = np.array([[0.9, -0.2, 0.4], [-0.3, 0.8, 0.1],
                            [0.2, 0.5, -0.9], [-0.6, -0.7, 0.3]])
G_dir = direct_gradients(general_centres, general_shells)
G_num = numerical_gradients(general_centres, general_shells)
T_gen = rotated_terms(integrals(general_centres, general_shells),
                      general_shells)
dev_diff = np.abs(G_dir - G_num).max()
dev_trans = np.abs(G_dir.sum(axis=0)).max()
dev_rot = np.abs(moment_sum(general_centres, G_dir) - T_gen).max()
assert dev_diff < 1e-7      # truncation error of the difference formula
assert dev_trans < 1e-10 and dev_rot < 1e-10
assert np.abs(G_num.sum(axis=0)).max() < 1e-7
assert np.abs(moment_sum(general_centres, G_num) - T_gen).max() < 1e-7
assert np.abs(T_gen).max() > 1e-3

# Collinear centres: one relation loses all derivatives
line = np.array([1.0, 2.0, 2.0]) / 3.0
line_centres = np.outer([0.9, -0.5, 0.3, -1.1], line) + [0.1, 0.2, -0.3]
T_line = rotated_terms(integrals(line_centres, general_shells), general_shells)
dev_line = np.abs(np.tensordot(line, T_line, axes=(0, 0))).max()
rank_line = np.linalg.matrix_rank(coefficient_matrix(line_centres), tol=1e-10)
assert dev_line < 1e-10 and np.abs(T_line).max() > 1e-3
assert rank_line == 2

# Worked example: (p_x s | p_y s)
exponents = np.array([0.8, 0.5, 0.6, 1.0])
shells = [[l, [float(e), 1.0]] for l, e in zip((1, 0, 1, 0), exponents)]
centres = np.array([[1.0, 0.0, 0.5], [0.0, 1.0, 0.5],
                    [-1.0, 0.5, 0.0], [0.0, 0.0, -0.5]])
a, b, c = centres[:3] - centres[3]
n = np.cross(a, b)
K = coefficient_matrix(centres)
inertia = sum((p @ p) * np.eye(3) - np.outer(p, p) for p in (a, b, c))
rank_K = np.linalg.matrix_rank(K, tol=1e-10)
assert np.allclose(K @ K.T, inertia, atol=1e-12) and rank_K == 3

eri = integrals(centres, shells)


def quadrature_integral(i, k):
    """(p_i s|p_k s) from 1/r = 2/sqrt(pi) int_0^inf exp(-u^2 r^2) du."""
    ea, eb, ec, ed = exponents
    p, q = ea + eb, ec + ed

    def integrand(u):
        det = p * q + u * u * (p + q)
        inv = np.array([[q + u * u, u * u], [u * u, p + u * u]]) / det
        value = 1.0
        for x in range(3):
            A, B, C, D = centres[:, x]
            lin = np.array([ea * A + eb * B, ec * C + ed * D])
            mean = inv @ lin
            const = ea * A * A + eb * B * B + ec * C * C + ed * D * D
            moment = (mean[0] - A if x == i else 1.0)
            moment *= (mean[1] - C if x == k else 1.0)
            if x == i and x == k:
                moment += inv[0, 1] / 2
            value *= np.pi / np.sqrt(det) * np.exp(lin @ mean - const) * moment
        return value

    norm = np.prod((2 * exponents / np.pi) ** 0.75) * 4 * np.sqrt(ea * ec)
    return norm * 2 / np.sqrt(np.pi) * quad(integrand, 0, np.inf,
                                            epsabs=1e-12, epsrel=1e-11)[0]


used = [(0, 1), (0, 2), (2, 1), (0, 0), (1, 1)]
dev_quad = max(abs(quadrature_integral(i, k) - eri[i, 0, k, 0])
               for i, k in used)
assert dev_quad < 1e-9

pick = (0, 0, 1, 0)
tau = rotated_terms(eri, shells)[(slice(None),) + pick]
tau_by_hand = np.array([-eri[0, 0, 2, 0], eri[2, 0, 1, 0],
                        eri[0, 0, 0, 0] - eri[1, 0, 1, 0]])
assert np.allclose(tau, tau_by_hand, atol=1e-13)

direct = direct_gradients(centres, shells)[(slice(None), slice(None)) + pick]
numeric = numerical_gradients(centres, shells)[(slice(None), slice(None)) + pick]
six = (a @ direct[0], a @ direct[1], b @ direct[1], direct[2])
result, n_gB, W = reconstruct(a, b, c, tau, *six)
without_tau = reconstruct(a, b, c, np.zeros(3), *six)[0]
dev_result = np.abs(result - numeric).max()
error_without = np.abs(without_tau - numeric).max()
assert dev_result < 1e-8
assert error_without > 1e-3

# Four s functions: gradients for many exponent sets span six dimensions
rng = np.random.default_rng(4)
samples = []
for _ in range(30):
    s_shells = [[0, [float(e), 1.0]] for e in np.exp(rng.uniform(-1.6, 0.7, 4))]
    g = direct_gradients(centres, s_shells)[:, :, 0, 0, 0, 0]
    assert np.abs(moment_sum(centres, g)).max() < 1e-11
    samples.append(g.ravel() / np.linalg.norm(g))
sing = np.linalg.svd(np.array(samples), compute_uv=False)
assert sing[5] / sing[0] > 1e-5 and sing[6] / sing[0] < 1e-10


def show(label, vector, unit, digits=8):
    numbers = " ".join("%.*f" % (digits, x + 0.0) for x in vector)
    print("%s: %s %s" % (label, numbers, unit))


show("exponents a,b,c,d", exponents, "bohr^-2", 2)
for name, vec in zip("ABCD", centres):
    show("centre " + name, vec, "bohr", 2)
for name, vec in (("a=A-D", a), ("b=B-D", b), ("c=C-D", c)):
    show(name, vec, "bohr", 2)
show("n=a x b", n, "bohr^2", 2)
show("a x c", np.cross(a, c), "bohr^2", 2)
print("rank of K, example:", rank_K, "(pure number)")
show("eigenvalues of K K^T", np.linalg.eigvalsh(inertia), "bohr^2", 4)
for i, k in used:
    show("(p%s s|p%s s)" % ("xyz"[i], "xyz"[k]), [eri[i, 0, k, 0]], "hartree")
show("tau", tau, "hartree")
show("input a.g_A", [six[0]], "hartree")
show("input a.g_B", [six[1]], "hartree")
show("input b.g_B", [six[2]], "hartree")
show("input g_C", six[3], "hartree/bohr")
show("a.tau", [a @ tau], "hartree bohr")
show("(a x c).g_C", [np.cross(a, c) @ six[3]], "hartree bohr")
show("n.g_B from rotation", [n_gB], "hartree bohr")
show("W=a x g_A", W, "hartree")
for name, vec in zip("ABCD", result):
    show("derived g_" + name, vec, "hartree/bohr")
for name, vec in zip("ABCD", numeric):
    show("finite-difference g_" + name, vec, "hartree/bohr")
print("max deviation of derived g: %.1e hartree/bohr" % dev_result)
print("max error if tau dropped: %.6f hartree/bohr" % error_without)
print("quadrature deviation: %.1e hartree" % dev_quad)
print("p,d,s,p block, number of integrals:", T_gen[0].size)
print("block, direct vs differences: %.1e hartree/bohr" % dev_diff)
print("block, translation residual: %.1e hartree/bohr" % dev_trans)
print("block, rotation residual: %.1e hartree" % dev_rot)
print("block, largest |tau|: %.4f hartree" % np.abs(T_gen).max())
print("rank of K, collinear:", rank_line, "(pure number)")
print("collinear, largest |e.tau|: %.1e hartree" % dev_line)
print("collinear, largest |tau|: %.4f hartree" % np.abs(T_line).max())
print("ssss exponent sets:", len(samples))
print("ssss singular value 6/1: %.1e (ratio)" % (sing[5] / sing[0]))
print("ssss singular value 7/1: %.1e (ratio)" % (sing[6] / sing[0]))
print("all tests passed")
```

Output:

```
exponents a,b,c,d: 0.80 0.50 0.60 1.00 bohr^-2
centre A: 1.00 0.00 0.50 bohr
centre B: 0.00 1.00 0.50 bohr
centre C: -1.00 0.50 0.00 bohr
centre D: 0.00 0.00 -0.50 bohr
a=A-D: 1.00 0.00 1.00 bohr
b=B-D: 0.00 1.00 1.00 bohr
c=C-D: -1.00 0.50 0.50 bohr
n=a x b: -1.00 -1.00 1.00 bohr^2
a x c: -0.50 -1.50 0.50 bohr^2
rank of K, example: 3 (pure number)
eigenvalues of K K^T: 2.3846 3.2586 5.3568 bohr^2
(px s|py s): 0.07785025 hartree
(px s|pz s): 0.05453391 hartree
(pz s|py s): 0.01519924 hartree
(px s|px s): -0.18627141 hartree
(py s|py s): -0.03374512 hartree
tau: -0.05453391 0.01519924 -0.15252629 hartree
input a.g_A: -0.01229049 hartree
input a.g_B: -0.02623178 hartree
input b.g_B: -0.07480681 hartree
input g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
a.tau: -0.20706019 hartree bohr
(a x c).g_C: -0.27833970 hartree bohr
n.g_B from rotation: 0.07127950 hartree bohr
W=a x g_A: -0.02074102 0.01945254 0.02074102 hartree
derived g_A: 0.00358103 0.02074102 -0.01587152 hartree/bohr
derived g_B: -0.01631209 -0.06488711 -0.00991970 hartree/bohr
derived g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
derived g_D: -0.05043077 -0.11385238 0.04531335 hartree/bohr
finite-difference g_A: 0.00358103 0.02074102 -0.01587152 hartree/bohr
finite-difference g_B: -0.01631209 -0.06488711 -0.00991970 hartree/bohr
finite-difference g_C: 0.06316184 0.15799847 -0.01952214 hartree/bohr
finite-difference g_D: -0.05043077 -0.11385238 0.04531335 hartree/bohr
max deviation of derived g: 2.3e-11 hartree/bohr
max error if tau dropped: 0.083506 hartree/bohr
quadrature deviation: 2.8e-17 hartree
p,d,s,p block, number of integrals: 54
block, direct vs differences: 6.9e-11 hartree/bohr
block, translation residual: 6.2e-17 hartree/bohr
block, rotation residual: 5.6e-17 hartree
block, largest |tau|: 0.1872 hartree
rank of K, collinear: 2 (pure number)
collinear, largest |e.tau|: 3.1e-17 hartree
collinear, largest |tau|: 0.2412 hartree
ssss exponent sets: 30
ssss singular value 6/1: 8.3e-03 (ratio)
ssss singular value 7/1: 1.1e-16 (ratio)
all tests passed
```
